\section*{Exact Kato cusps do not fix the helium electron-electron contact density}

\section*{Question}

I need the contact density $D=\langle\delta(\mathbf r_{12})\rangle$ of the helium ground state for the contact terms of the Breit--Pauli energy. My trial function is a Slater--Jastrow product,
\[
\psi=e^{-Z(r_1+r_2)}\exp\left[\frac{r_{12}}{2(1+br_{12})}\right],\qquad Z=2 ,
\]
which satisfies Kato's conditions at the nucleus and at $r_{12}=0$ for every $b\ge 0$. The operator looks at the wavefunction just where the electrons meet, and there the function has the correct form. May I therefore trust $D$ whatever $b$ I choose? If not, what do the cusp conditions leave open, and would a good energy settle it?

\section*{Answer}

No to the first question, and a good energy does not settle it either. Kato's electron--electron condition says that, after averaging over the direction of $\mathbf r_{12}$,
\[
\psi(\mathbf R,r_{12})=\psi(\mathbf R,0)\left[1+\tfrac12 r_{12}+O(r_{12}^2)\right],
\]
where $\mathbf R$ is the midpoint of the electrons. This fixes the ratio of slope to value. The contact density needs the value itself, in a normalized function:
\[
D=\frac{\int|\psi(\mathbf r,\mathbf r)|^2\,d^3r}{\int|\psi|^2\,d^3r_1d^3r_2}.
\]
The denominator depends on $\psi$ at all distances.

I use Hartree atomic units, a fixed point nucleus and the nonrelativistic Hamiltonian $H$. The spatial function is real and symmetric, as for a spin singlet. In a triplet it is antisymmetric, so $D=0$ and the question does not arise.

\subsection*{Why all these functions have the right cusps}

Write $u=r_{12}$, $\Phi=e^{-Z(r_1+r_2)}$ and $\psi=\Phi e^{J(u)}$, with $J$ regular, $J(0)=0$ and $J'(0)=\tfrac12$.

For $r_1\to0$ at fixed $\mathbf r_2\ne0$,
\[
e^{-Zr_1}e^{J(u)}=e^{J(r_2)}\left[1-Zr_1-J'(r_2)\,\mathbf r_1\cdot\hat{\mathbf r}_2+O(r_1^2)\right].
\]
The last linear term averages to zero over the directions of $\mathbf r_1$, which leaves the slope $-Z$.

For $u\to0$, put $\mathbf r_{1,2}=\mathbf R\pm\mathbf r_{12}/2$ with $\mathbf R\neq0$. The sum $r_1+r_2$ is even in $\mathbf r_{12}$, so $\Phi$ has no linear term, and $e^J=1+u/2+O(u^2)$ supplies the slope $\tfrac12$.

This slope has a real use. The two kinetic operators acting on $e^J$ contribute $-2J'(0)/u=-1/u$ to $H\psi/\psi$ near contact, which cancels the repulsion $1/u$. The cusp thus keeps the local energy finite, which is a different matter from fixing $D$.

\subsection*{The contact density as one integral}

Let $h(u)$ be the probability density of the vector $\mathbf r_{12}$ in the normalized state $\Phi$. Each electron has density $(Z^3/\pi)e^{-2Zr}$. For a fixed separation $u$, let $r_1$ and $r_2$ be the distances of a point from two centres $u$ apart. From $r_2^2=r_1^2+u^2+2r_1u\cos\theta$ follows $r_2\,dr_2=r_1u\,d\cos\theta$ at fixed $r_1$, so the volume element is $(2\pi/u)\,r_1r_2\,dr_1dr_2$. With $s=r_1+r_2$ and $t=r_1-r_2$ we have $r_1r_2=(s^2-t^2)/4$ and $dr_1dr_2=ds\,dt/2$, hence
\begin{align*}
h(u)&=\frac{Z^6}{\pi^2}\,\frac{2\pi}{u}\,\frac18\int_u^\infty ds\,e^{-2Zs}\int_{-u}^{u}(s^2-t^2)\,dt\\
&=\frac{Z^6}{2\pi}\int_u^\infty e^{-2Zs}\left(s^2-\frac{u^2}{3}\right)ds\\
&=\frac{Z^3}{8\pi}\,g(u),\qquad g=e^{-x}\left(1+x+\frac{x^2}{3}\right),\quad x=2Zu .
\end{align*}
The Jastrow factor multiplies this density by $e^{2J}$, which is 1 at contact. Since $g(0)=1$, normalization gives
\begin{equation}
D=\frac{h(0)}{4\pi\int_0^\infty u^2h\,e^{2J}du}=\frac{1}{4\pi I},\qquad
I=\int_0^\infty u^2g(u)\,e^{2J(u)}du. \label{D}
\end{equation}
Near $u=0$ the factor $u^2$ suppresses the integrand. What determines $D$ is how much weight $J$ places at larger separations, where the cusp condition is silent.

\subsection*{The energy}

For a real function $\chi$ and a real factor $F(u)$, and for each electron $i$,
\[
|\nabla_i(F\chi)|^2=\nabla_i(F^2\chi)\cdot\nabla_i\chi+\chi^2|\nabla_iF|^2 .
\]
Multiply by $\tfrac12$, integrate the first term by parts, add both electrons and use $|\nabla_iF|=|F'|$:
\begin{equation}
\langle F\chi|H|F\chi\rangle=\int F^2\chi\,H\chi+\int\chi^2F'(u)^2 . \label{identity}
\end{equation}
Here $\Phi$ is an eigenfunction, with eigenvalue $-Z^2$, of the Hamiltonian without repulsion. Setting $\chi=\Phi$, $F=e^J$ and dividing by the norm gives
\[
E=-Z^2+\left\langle \frac1u+J'(u)^2\right\rangle .
\]

\subsection*{Varying $b$}

For your function, $J=u/[2(1+bu)]$ and $\partial J/\partial b=-u^2/[2(1+bu)^2]$. From Eq.~\eqref{D},
\[
\frac{d\ln D}{db}=-\frac1I\frac{dI}{db}=\left\langle\frac{u^2}{(1+bu)^2}\right\rangle>0 ,
\]
so $D$ rises steadily with $b$. Both ends can be done by hand for $Z=2$, where $g=e^{-4u}(1+4u+16u^2/3)$. At $b=0$, $e^{2J}=e^u$ and
\[
I=\frac{2}{27}+\frac{24}{81}+\frac{128}{243}=\frac{218}{243},\qquad D=\frac{243}{872\pi}=0.0887 .
\]
For $b\to\infty$, $0\le J\le1/(2b)$ tends to zero everywhere, so
\[
I\to\frac{2}{64}+\frac{24}{256}+\frac{128}{1024}=\frac14,\qquad D\to\frac1\pi=0.318 .
\]
This is the value of the uncorrelated product $\Phi$. The slope at $u=0$ is still $\tfrac12$ for every finite $b$, but $J'=1/[2(1+bu)^2]$ confines it to distances of order $1/b$. The correct cusp is present and has almost no effect on the norm.

Numerical quadrature of the two radial formulas gives the following values, with $b$ in bohr$^{-1}$, $D$ in bohr$^{-3}$ and $E$ in hartree:
\begin{center}
\begin{tabular}{rccc}
$b$ & $I$ & $D$ & $E$\\
\hline
0 & 0.897 & 0.0887 & $-2.8555$\\
0.143 & 0.681 & 0.1169 & $-2.8782$\\
0.514 & 0.496 & 0.1604 & $-2.8555$\\
1 & 0.412 & 0.1933 & $-2.8261$\\
100 & 0.252 & 0.3152 & $-2.7501$
\end{tabular}
\end{center}
For example, the second row is $D=1/(4\pi\times0.6808)=0.1169$. Between the first and last rows $D$ grows by a factor of 3.55 with both cusps unchanged.

The second row is the energy minimum of the family. The third was found by solving $E(b)=E(0)$ on the other side of that minimum. The functions with $b=0$ and $b=0.514$ therefore have equal cusps and equal energies, yet their contact densities differ by a factor of 1.81.

\subsection*{Any positive value is possible}

Add to $J$ the term
\[
A\left(e^{-u^2/w^2}-1\right),
\]
which vanishes at $u=0$ and is even in $u$. It changes neither cusp. For $A\to+\infty$ the factor $e^{2J}$ tends to zero at every $u>0$, so $I\to0$ and $D\to\infty$. For $A\to-\infty$ it grows without limit, so $I\to\infty$ and $D\to0$. Since $I$ is continuous in $A$, every positive $D$ occurs.

With $w=1$ bohr and $b$ at its earlier optimum, numerical root finding gives $D=0.01$ at $A=-1.54$ and $D=1$ at $A=1.92$. Their energies, $-2.48$ and $-1.18$ hartree, would expose these two functions as poor. The mean energy no longer gives that protection when the added feature is narrow.

\subsection*{Why energy convergence does not rescue the argument}

Take the true ground state $\Psi$, with energy $E_0$ and contact density $D_0$, and multiply it by
\[
f(u)=\exp\left(Ae^{-u^2/w^2}\right).
\]
Both cusps stay exact, because $f$ is even and smooth in $u$. Equation~\eqref{identity} with $\chi=\Psi$ and $H\Psi=E_0\Psi$ gives
\[
E[f\Psi]-E_0=\frac{\int\Psi^2f'(u)^2}{\int\Psi^2f^2}.
\]
For small $w$ the derivative is confined to small $u$, where the density of $\mathbf r_{12}$ is $D_0$ to leading order. The norm differs from 1 by a term of order $w^3$. Substituting $u=wx$, so that $u^2du=w^3x^2dx$ and $f'(u)^2=w^{-2}(df/dx)^2$,
\begin{equation}
E[f\Psi]-E_0\simeq C\,w\,D_0,\qquad
C=4\pi\int_0^\infty x^2\left(\frac{df}{dx}\right)^2dx,\qquad
D\to e^{2A}D_0 . \label{narrow}
\end{equation}
As $w\to0$ at fixed $A$, the energy converges to $E_0$ while the contact density stays wrong by the factor $e^{2A}$. A narrow bump or dent costs kinetic energy in proportion to its width, whereas $\delta(\mathbf r_{12})$ reads its height. Only the mean energy is blind to it: the local energy at contact acquires the term $-\nabla^2f/f=6A/w^2$ over a volume of order $w^3$, so its variance grows as $1/w$ and would expose the function.

Choose $A=\tfrac12\ln2$, so that $D$ doubles. Quadrature gives $C=0.922$ hartree\,bohr$^2$. With $D_0$ taken as the order-7 value $0.1066$ bohr$^{-3}$ obtained below, and $w=10^{-4}$ bohr, the leading energy cost is
\[
0.922\times10^{-4}\times0.1066\approx 9.8\times10^{-6}\ \text{hartree}.
\]
The same factor applied to your energy-optimal function doubles its $D$ and raises its energy by $1.09\times10^{-3}$ hartree at $w=10^{-2}$ bohr and by $1.08\times10^{-5}$ hartree at $w=10^{-4}$ bohr, in line with the linear law.

The cusp survives in a tiny region. In the exponent, the linear term $u/2$ exceeds the Gaussian's quadratic term $Au^2/w^2$ for $u<w^2/(2A)$, far inside $w$ itself.

\subsection*{Comparison with a better wavefunction}

For a reference I used a Hylleraas expansion, that is, $e^{-1.8s}$ times a polynomial in $s$, $t^2$ and $u$, with coefficients from the variational principle. No cusp is imposed. The slope-to-value ratio at $u=0$, averaged over $\mathbf R$ with weight $\psi^2$, shows how well the electron--electron cusp is met:
\begin{center}
\begin{tabular}{rccc}
order & $E$ (hartree) & $D$ (bohr$^{-3}$) & cusp (bohr$^{-1}$)\\
\hline
3 & $-2.90363$ & 0.1085 & 0.438\\
5 & $-2.90372$ & 0.1071 & 0.471\\
7 & $-2.90372$ & 0.1066 & 0.485
\end{tabular}
\end{center}
The order is the highest total degree in $s$, $t$ and $u$. The contact density still falls by 0.4\% from order 5 to order 7, and it keeps falling at higher order, towards about $0.1064$ bohr$^{-3}$. The order-7 value, which I use for $D_0$, is therefore about 0.3\% too high; this does not change the rounded percentages and energies derived from it. Relative to the order-7 value, your energy-optimal function is 10\% too high. The order-3 function is 2\% too high, although its mean cusp misses $\tfrac12$ by 12\%. In a finite basis, then, an exact cusp is not needed for a fairly good contact density.

\subsection*{What this does to the Breit--Pauli energy}

The Darwin term is $(\alpha^2/8)\nabla_i^2V$ for each electron. With $V=1/r_{12}$ and $\nabla_i^2(1/r_{12})=-4\pi\delta(\mathbf r_{12})$, the two electrons give $-\pi\alpha^2D$. The contact interaction of the spin moments is $-(8\pi/3)\alpha^2\,\mathbf s_1\cdot\mathbf s_2\,\delta(\mathbf r_{12})$, with the electron $g$-factor set to 2. In a singlet,
\[
\mathbf s_1\cdot\mathbf s_2=\tfrac12\left(0-\tfrac34-\tfrac34\right)=-\tfrac34 ,
\]
so this term gives $+2\pi\alpha^2D$. Together,
\[
E_{\text{contact}}=\pi\alpha^2D .
\]
The order-7 value of $D$ yields $1.78\times10^{-5}$ hartree, or 3.9 cm$^{-1}$. Your function gives 3.3 cm$^{-1}$ at $b=0$, 4.3 cm$^{-1}$ at the energy minimum and 5.9 cm$^{-1}$ at $b=0.514$. The relative error of $D$ passes unchanged into this part of the relativistic energy. This is the electron--electron part only; the electron--nucleus Darwin term depends on $\langle\delta(\mathbf r_i)\rangle$, not on $D$, and is much larger in helium.

So keep the cusps for the sake of the local energy, but judge $D$ by its own convergence as the wavefunction is made more flexible at all separations.

Numerical values quoted here were computed with a short program.
